Conductance of a smooth contact-induced graphene p-n junction

**1. An electron arriving head-on**

A metal contact dopes the graphene beneath it. If a gate gives the neighbouring channel the opposite carrier sign, a p-n junction forms at the contact edge. Let x run across the junction and y along it. Near one valley the electron obeys

[ħv(−iσ_x ∂_x + σ_y k_y) + U(x)]ψ = Eψ,

where v is the Dirac velocity, U the potential energy and k_y the conserved transverse wavenumber.

Take k_y = 0 first. Then σ_x commutes with everything in the equation. The velocity operator is vσ_x, so the component u with σ_x = +1 moves right. It satisfies

−iħv u′ = (E − U)u,
u(x) = u(0) exp[(i/ħv)∫₀ˣ(E − U)dx′].

The potential changes the phase of u but not its modulus, and nothing couples u to the left-moving component. The junction is transparent at normal incidence. Any reflection must come from oblique electrons.

**2. Equations for oblique incidence**

The assumptions are ballistic motion, uniformity along y, no scattering between valleys, small bias and low temperature. Near the line where the Dirac point crosses the Fermi level, write U = eFx and E = 0, with e > 0 and F > 0 the local field. The left side is then n-type and the right side p-type. Another energy would merely shift the origin of x. Define

l = √(ħv/eF), z = x/l, q = k_y l.

Multiply the Dirac equation by iσ_x/(ħv). Since σ_xσ_y = iσ_z, the transverse term becomes −k_yσ_zψ, and

∂_xψ = k_yσ_zψ − i(x/l²)σ_xψ.

Expand ψ in the eigenstates of σ_x, with amplitude u for +1 (right-moving) and w for −1 (left-moving). In this basis σ_z exchanges the two states. With primes now denoting d/dz,

u′ = −izu + qw,
w′ = izw + qu.

The imaginary terms do not change the moduli, so

(|u|²)′ = 2q Re(u*w) = (|w|²)′.

Hence the current, proportional to |u|² − |w|², is conserved.

To eliminate w, use qw = u′ + izu. Differentiating the first equation gives

u″ = −iu − izu′ + qw′,
qw′ = iz(qw) + q²u = izu′ − z²u + q²u.

The terms in u′ cancel, leaving

u″ + (z² − q² + i)u = 0.

**3. A solution with no wave coming from the right**

Put u = e^{iz²/2}f. Then

u″ = e^{iz²/2}[f″ + 2izf′ + (i − z²)f],
f″ + 2izf′ + (2i − q²)f = 0.

The coefficients are at most linear in z, so try f = ∫ds g(s)e^{isz}. The first term brings down −s²g. The second is

2izf′ = −2∫ds s g z e^{isz}.

Here z e^{isz} = −i d(e^{isz})/ds, so integration by parts turns this into −2i∫ds (sg)′e^{isz}, provided the end terms vanish. The equation for g is therefore

−s²g − 2ig − 2isg′ + 2ig − q²g = 0,
g′/g = (i/2)(s + q²/s),
g = s^{iq²/2} e^{is²/4}.

The power has a branch point at s = 0. Put its cut along the negative imaginary axis and let the contour run from left to right above the origin. Tilt its left end into the third quadrant and its right end into the first. There e^{is²/4} decays as a Gaussian, and the end terms vanish.

The exponent can be written

is²/4 + isz = i(s + 2z)²/4 − iz²,

so the stationary point is s = −2z. On the line s = −2z + t e^{iπ/4} the first term is −t²/4, and the Gaussian integral has modulus √(4π).

For z → +∞ this line passes above the origin, so the contour can be moved onto it without meeting the cut. The stationary point is on the negative real axis, where arg s = π, and

|s^{iq²/2}| = e^{−πq²/2}, |u|² → 4π e^{−πq²}.

The left-moving amplitude follows from

qw = u′ + izu = i e^{iz²/2}∫ds (s + 2z)g e^{isz}.

The factor s + 2z is odd in t about the stationary point, so the leading term vanishes and w falls as 1/z. Nothing enters from the right, as required for a wave incident from the left.

For z → −∞ the stationary point 2|z| has arg s = 0, so the power has modulus 1. The tilted line now meets the cut, and the contour must also run around the cut. There s = −iτ and e^{isz} = e^{−τ|z|}, so this part contributes f of order 1/|z|. Multiplied by s + 2z, it gives the finite reflected amplitude w. In u it vanishes, and |u|² → 4π.

The transmission is the ratio of outgoing to incoming current:

T(k_y) = e^{−πq²} = exp(−π l² k_y²).

A direct scattering calculation for a linear ramp from −15l to 15l, joined to flat leads, tests this formula. At k_y l = 0.6 it gives 0.32267, against 0.32272 from the Gaussian.

The exponent has a simple meaning. Locally k_x² = x²/l⁴ − k_y², so motion is forbidden for |x| < |k_y|l². Twice the integrated decay constant is

2∫√(k_y² − x²/l⁴)dx = 2·(π/2)·|k_y|·|k_y|l² = πl²k_y²,

because the integral is half the area of an ellipse. A larger transverse momentum makes the barrier both wider and higher.

**4. From transmission to conductance**

In a wide strip of width W with periodic edges, k_y has spacing 2π/W. Each mode carries a factor 4 for spin and valley. At small bias

G/W = (4e²/h)∫dk_y/(2π) T(k_y).

The integral runs over |k_y| < k_F, where k_F is the smaller Fermi wavenumber of the two sides. If k_F l ≫ 1, the Gaussian is negligible at the ends and the limits may be taken to infinity. With ∫exp(−ak²)dk = √(π/a) and a = πl², the integral over k_y is 1/l. Therefore

G/W = (4e²/h)/(2πl) = (2e²/πh)√(eF/ħv).

The square root comes from the width of the transmitted window, which is proportional to 1/l. A stronger field narrows the forbidden strip at each k_y and admits more oblique modes.

F is the field at the crossing, not an average over the whole doping step. In a smooth junction the relevant modes have |k_y| of order 1/l, and their forbidden strips have half-width of order l. The potential need be linear only over that region.

**5. How curvature changes the law**

Consider equal and opposite Fermi shifts U₀ with U = U₀ tanh(x/d). Then

eF = U₀/d, k_F = U₀/(ħv), l² = d/k_F, k_F l = √(k_F d).

Thus k_F d ≫ 1 ensures both a wide momentum range and a nearly linear central region.

The leading curvature correction can be estimated from the semiclassical exponent. Let κ = k_F tanh(x/d), so that

dx = (d/k_F)dκ/(1 − κ²/k_F²) ≈ (d/k_F)(1 + κ²/k_F²)dκ.

Between −k_y and k_y, the integral of √(k_y² − κ²) is πk_y²/2, and with an extra κ² it is πk_y⁴/8. The exponent becomes

2∫√(k_y² − κ²)dx ≈ πl²k_y² + πl²k_y⁴/(4k_F²).

The Gaussian weight has ⟨k_y²⟩ = 1/(2πl²) and ⟨k_y⁴⟩ = 3/(4π²l⁴). To first order,

δG/G ≈ −[πl²/(4k_F²)]·[3/(4π²l⁴)] = −3/(16πk_F d).

This estimate leaves out corrections to the semiclassical prefactor. Its size is compared with direct mode sums in Section 8.

**6. The sharp limit**

The growth as √F cannot continue once 1/l becomes comparable with k_F. Consider a symmetric step, sharp on the scale 1/k_F but still smooth on the lattice scale, so that the valleys stay separate. Let sin φ = k_y/k_F. On the p side velocity and wavevector are opposite, so the transmitted wave has k_x = −k_F cos φ. The incident, reflected and transmitted spinors, in the original σ_z basis, are

(1, e^{iφ}), (1, −e^{−iφ}), (1, e^{−iφ}).

Continuity with reflection amplitude r and transmission amplitude t gives

1 + r = t,
e^{iφ} − re^{−iφ} = te^{−iφ}.

Substituting t yields r = i sin φ e^{iφ}, hence

T = 1 − |r|² = cos²φ = 1 − k_y²/k_F².

Integration over −k_F < k_y < k_F gives 4k_F/3. If all modes were transmitted it would give 2k_F, corresponding to the Sharvin conductance (4e²/h)k_F/π. The sharp junction therefore has 2/3 of the Sharvin value, independent of field.

**7. Temperature**

For an unlimited linear potential, T does not depend on energy, so thermal averaging changes nothing. In the tanh junction an electron of energy E crosses where tanh(x/d) = E/U₀. The local field there is F(1 − E²/U₀²), and the conductance is multiplied by approximately

√(1 − E²/U₀²) ≈ 1 − E²/(2U₀²).

The average uses the weight −∂f/∂E, where f is the Fermi function. With y = E/(k_BT), one integration by parts gives

⟨y²⟩ = 4∫₀^∞ y dy/(e^y + 1) = 4(1 − 1/4 + 1/9 − …) = π²/3.

The leading thermal factor is thus 1 − π²(k_BT)²/(6U₀²).

**8. A worked junction**

Take v = 10⁶ m/s, Fermi shifts of 0.25 eV on either side and d = 20 nm. Then

eF = 0.25 eV/20 nm = 0.0125 eV/nm, so F = 0.125 MV/cm,
l = √(0.6582 eV nm/0.0125 eV nm⁻¹) = 7.26 nm,
k_F = 0.25/0.6582 = 0.380 nm⁻¹, k_F l = 2.76.

Although 2.76 is not very large, the fraction of the Gaussian beyond k_F is about 5×10⁻¹². With e²/h = 3.874×10⁻⁵ S,

G/W = (2/π)(3.874×10⁻⁵ S)/(7.257×10⁻³ μm) = 3.40 mS/μm,
W/G = 294 Ω μm.

This is a two-terminal resistance. A fully transparent boundary with the same k_F would already have the Sharvin value 53 Ω μm, so reflection at the junction adds 241 Ω μm. Half transmission occurs at k_y = √(ln 2/π)/l, which is 9.8° from the normal in the flat region. The junction collimates the current.

Direct mode sums in a strip 1000 nm wide give 3.372 mS/μm for this tanh profile, 0.79% below the law. The estimate of Section 5 gives 3/(16π × 7.60) = 0.79%. With the Fermi shifts held fixed, changing d from 10 to 80 nm lowers the field eightfold. The exponent between these two ends is 0.493. It is slightly below 1/2 because the curvature correction is larger at the stronger field. At d = 1 nm the direct result is 24% below the law, and for d = 0.05 nm the conductance is 0.667 of the Sharvin value. The latter tests the sharp limit of the Dirac model; it does not describe an atomically abrupt contact.

Two further mode sums separate field from doping. Raising the Fermi shift on the n side by a factor 1.6, at the same crossing field, gives 3.380 mS/μm, within 1% of the law. In a unipolar junction with d = 20 nm, where the local wavenumber falls from k_F to k_F/2 without changing sign, the conductance is 1.007 times the Sharvin value of the narrower side. The excess over one is a counting effect. The strip holds 61 modes per spin and valley, while the continuous formula assigns it 1000 × 0.1899/π ≈ 60.4. Counting alone would give 1.009; weak reflection of the modes nearest cutoff accounts for the small difference. Smoothness by itself does not cause the p-n resistance; the change of carrier sign does, by creating a forbidden strip for oblique modes.

**9. Beside a real contact**

The parameters are rough typical values for a gated graphene transistor, not a fit to a device. Reported contact resistances often lie between about a hundred and a few thousand Ω μm, so the junction term is large enough to matter. A mobility of 10⁴ cm²/Vs, used below, is good for graphene on an ordinary oxide. The largest omission sized here is the passage of current between metal and graphene. For sheet resistance R_s and specific contact resistivity ρ_c, the voltage V and sheet current per width I under the metal obey V′ = −R_s I and I′ = −V/ρ_c, where primes mean d/dx. For a long contact both decay over √(ρ_c/R_s), and V/I = √(R_sρ_c). If the graphene there has density k_F²/π and the mobility μ just quoted, R_s = π/(eμk_F²) = 136 Ω. With a rough value ρ_c = 10⁻⁶ Ω cm² = 100 Ω μm², V/I is 117 Ω μm, about 40% of the two-terminal value of 294 Ω μm. The decay length is 0.86 μm, and a contact twice that long already has this resistance to within 4%.

The other estimates are smaller. At 300 K the direct thermal average lowers the conductance by about 2%, against 1.8% from the leading formula. The listed factor, a drop of 1.9%, is cut off at |E| = 8k_BT; the energies beyond, where the conductance falls fastest, raise the drop to 2.0%. For scattering outside |x| < l, a local diffusive estimate, the integral of [1/n(x) − 1/n₀]/(eμ) over both sides, is about 10 Ω μm. Here μ is the mobility, n(x) = κ²/π the local density and n₀ its value far away. The mean free path ħκμ/e at x = l is 87 nm, well above l. It also exceeds the width of the doping step, so the diffusive integral gives only a rough scale and does not fix even the sign of the change in resistance. The path shortens towards the crossing, so ballistic motion through the central strip is an approximation. At a mobility of 2000 cm²/Vs, with the same profile, these become about 50 Ω μm and 17 nm. The path is then comparable with the strip width 2l, and the ballistic formula should not be relied on. Charge puddles are not included either. The density at |x| = l is only about 5.5×10¹¹ cm⁻² and is lower inside the strip. A puddle density of 10¹¹ cm⁻², a rough scale for graphene on oxide, shifts the Dirac point locally by ħv√(πn) = 37 meV. That moves the crossing by about 3 nm, against l = 7.3 nm, and changes the local field. On such a substrate uniformity along y is therefore doubtful, and the law is safer for cleaner samples.

A current of 0.1 mA/μm needs 29 mV between the two terminals, 5.9% of the 0.5 V built-in step. If all of this voltage added to or subtracted from the step over the same length, F would change by 5.9% and G by about 3%.

The field itself is an input. Its true value depends on the gate, the metal and screening by the graphene, none of which is solved here. If the local field were twice the assumed value, with the junction still smooth, the law would lower the resistance by a factor √2, from 294 to 208 Ω μm. A sharper doping edge therefore lowers this part of the contact resistance while k_F l ≫ 1 and the transport stays ballistic. If both sides have the same carrier sign and the local wavenumber changes monotonically between them, no mode that propagates on both sides meets a forbidden strip. The numerical output below lists the main inputs and results.

Calculated quantities

```
TRANSMISSION, linear potential
k*l=0.0: direct 1.00000, Gaussian 1.00000
k*l=0.3: direct 0.75369, Gaussian 0.75371
k*l=0.6: direct 0.32267, Gaussian 0.32272
k*l=1.0: direct 0.04322, Gaussian 0.04321
k*l=1.4: direct 0.00212, Gaussian 0.00212
Contour test at k*l = 0.6
  incoming current / 4pi = 1.0004
  outgoing current / 4pi = 0.3227
EXAMPLE, rough typical inputs
Dirac velocity = 1.0e+06 m/s
hbar*v = 0.6582 eV nm
Fermi shift on each side = 0.25 eV
Tanh length d = 20 nm
Junction field F = 0.1250 MV/cm
Junction length l = 7.257 nm
Fermi wavenumber k_F = 0.3798 1/nm
k_F*d = 7.60
k_F*l = 2.76
Carrier density each side = 4.59e+12 cm^-2
Gaussian weight beyond k_F = 4.9e-12
Half-transmission angle = 9.8 degrees
G/W from law = 3.399 mS/um
Junction resistance W/G = 294.2 ohm um
Sharvin conductance = 18.73 mS/um
Sharvin resistance = 53.4 ohm um
MODE SUMS, tanh junction
d=1 nm: direct 11.482, law 15.200 mS/um, diff -24.46%
d=10 nm: direct 4.730, law 4.807 mS/um, diff -1.59%
d=20 nm: direct 3.372, law 3.399 mS/um, diff -0.79%
d=40 nm: direct 2.394, law 2.403 mS/um, diff -0.39%
d=80 nm: direct 1.696, law 1.699 mS/um, diff -0.20%
Field exponent, d = 10 to 80 nm: 0.4932
Unequal doping ratio = 1.6
  direct G/W = 3.380 mS/um
Unipolar G / narrow-side Sharvin = 1.007
Sharp-step G / Sharvin = 0.6665
NEGLECTED EFFECTS
Temperature = 300 K
Thermal factor: direct 0.9807, estimate 0.9824
Mobility = 10000 cm2/Vs
Mean free path at x=l: 87 nm
Diffusive excess = 10.2 ohm um
Working current = 0.1 mA/um
Junction voltage drop = 29.4 mV
Drop / built-in step = 5.9%
Specific contact resistivity = 1.0e-06 ohm cm2
Sheet resistance under metal = 136 ohm
Transfer length = 0.86 um
Transfer resistance = 117 ohm um
```
